\section*{Adding the Fine-Structure Shifts of Hydrogen}

\section{Problem}

An electron moves in the field of a fixed point proton. To order $1/c^2$, the Dirac equation adds three terms to the nonrelativistic Hamiltonian: the mass-velocity, spin-orbit and Darwin terms. Find the sum of their first-order energy shifts for a level with quantum numbers $n,l,j$. On which of these numbers does the sum depend? How far apart are $2p_{1/2}$ and $2p_{3/2}$, in GHz?

Atomic units are used, so $\hbar=m_e=e=4\pi\varepsilon_0=1$ and $c=1/\alpha$. The potential is $V=-1/r$, and the unperturbed energy is $E_n=-1/(2n^2)$. The three terms, derived below, are
\begin{equation}
W=-\frac{\alpha^2}{8}p^4+\frac{\alpha^2}{2}\frac{1}{r^3}\,\mathbf L\cdot\mathbf S+\frac{\alpha^2}{8}\nabla^2V .
\label{W}
\end{equation}

\section{A tempting solution}

For $j=l+\tfrac12$ one has $\mathbf L\cdot\mathbf S=l/2$, and the hydrogen average is $\langle r^{-3}\rangle=1/[n^3l(l+\frac12)(l+1)]$. The factor $l$ cancels:
\begin{equation}
E_{\rm so}=\frac{\alpha^2}{2}\cdot\frac l2\cdot\frac{1}{n^3l(l+\frac12)(l+1)}
=\frac{\alpha^2}{4n^3(l+\frac12)(l+1)} .
\label{tempt}
\end{equation}
The result is finite at $l=0$, where it gives $\alpha^2/(2n^3)$. For an $s$ state the mass-velocity shift is $-(\alpha^2/2n^3)[2-3/(4n)]$ and the Darwin shift is $\alpha^2/(2n^3)$. The sum is then
\begin{equation}
-\frac{\alpha^2}{2n^3}\left(2-\frac{3}{4n}\right)+\frac{\alpha^2}{2n^3}+\frac{\alpha^2}{2n^3}
=+\frac{3\alpha^2}{8n^4}.
\end{equation}
For $n=2$ this is $+8.21$ GHz, whereas $2p_{1/2}$ comes out at $-13.69$ GHz. The conclusion would be that the sum depends on $l$ even when $n$ and $j$ are the same.

\section{The fault}

The cancellation in \eqref{tempt} is valid for $l\ge1$ only. For an $s$ state the radial density $r^2R^2$ starts as $r^2$, so the integral for $\langle r^{-3}\rangle$ behaves as $\int dr/r$ near the origin and diverges. Setting $l=0$ after cancelling assigns a value to the product of zero and infinity without justification.

To settle the product, spread the proton charge over a small sphere. Then $V'/r$, which replaces $1/r^3$ in the spin-orbit term, is finite everywhere. An $s$ state has no angular dependence, so $\mathbf L\psi=0$, and the spin-orbit shift is zero for every radius of the sphere. It remains zero as the radius shrinks. The Darwin shift, in contrast, tends to a nonzero value, because $\nabla^2V$ is $4\pi$ times the proton charge density, whose integral is fixed.

The spurious spin-orbit shift equals the Darwin shift, and this is not a coincidence. If $l$ is treated as a small positive real number, the radial density starts as $R(0)^2r^{2l+2}$, the region near the origin gives $\langle r^{-3}\rangle\simeq R(0)^2/(2l)$, and $\frac{\alpha^2}{2}\cdot\frac l2\langle r^{-3}\rangle$ tends to $\alpha^2R(0)^2/8$, which is the Darwin shift found below. The tempting solution therefore counts the same amount twice. Someone who made this error and also forgot the Darwin term would obtain the correct sum for a wrong reason.

\section{Solution}

\subsection{Where the three terms come from}

Let $E$ be the energy without the rest energy. The upper and lower components of the Dirac spinor obey
\begin{align}
(E-V)\varphi&=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\\
(2c^2+E-V)\chi&=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\end{align}
Where $|E-V|\ll2c^2$, the second equation gives
\begin{equation}
\chi\simeq\frac1{2c}\left(1-\frac{E-V}{2c^2}\right)\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\end{equation}
Insert this in the first equation and use $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$:
\begin{equation}
\left[\frac{p^2}{2}+V-\frac{1}{4c^2}\,\boldsymbol\sigma\cdot\mathbf p\,(E-V)\,\boldsymbol\sigma\cdot\mathbf p\right]\varphi=E\varphi .
\label{phi}
\end{equation}
This is not yet an ordinary eigenvalue equation, since $E$ appears on the left. Nor is $\varphi$ normalized: to this order the total norm is $\langle\varphi|1+p^2/4c^2|\varphi\rangle$. The function $\psi=(1+p^2/8c^2)\varphi$ has unit norm to the same order. Put $\varphi=(1-p^2/8c^2)\psi$ in \eqref{phi} and multiply from the left by $1-p^2/8c^2$. Both sides acquire the term $-Ep^2/4c^2$, which cancels. What remains is $H\psi=E\psi$ with
\begin{align}
H&=\frac{p^2}{2}+V-\frac{p^4}{8c^2}-\frac{1}{8c^2}\left(p^2V+Vp^2-2\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\right)\nonumber\\
&=\frac{p^2}{2}+V-\frac{p^4}{8c^2}-\frac{1}{8c^2}\big[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,V]\big].
\end{align}
The inner commutator is $-i\boldsymbol\sigma\cdot\mathbf G$ with $\mathbf G=\nabla V$. For the outer one, use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, together with
\begin{equation}
\mathbf p\cdot\mathbf G-\mathbf G\cdot\mathbf p=-i\nabla^2V,\qquad
\mathbf p\times\mathbf G-\mathbf G\times\mathbf p=-2\,\mathbf G\times\mathbf p .
\end{equation}
The second relation holds because $\nabla\times\mathbf G=0$. The double commutator is therefore
\begin{equation}
-i\left[-i\nabla^2V-2i\,\boldsymbol\sigma\cdot(\mathbf G\times\mathbf p)\right]
=-\nabla^2V-2\,\boldsymbol\sigma\cdot(\mathbf G\times\mathbf p).
\end{equation}
In a central field $\mathbf G\times\mathbf p=(V'/r)\mathbf L$, and $\boldsymbol\sigma=2\mathbf S$. Multiplication by $-1/8c^2$ gives $\nabla^2V/8c^2+(V'/r)\,\mathbf L\cdot\mathbf S/2c^2$. With $V'=1/r^2$ this is \eqref{W}.

The expansion fails very close to a point charge, where $|V|$ reaches $2c^2$. The first-order shifts are nevertheless finite, and the numerical check compares their sum with levels of the unexpanded Dirac equation.

\subsection{Why first-order averages suffice}

Levels with the same $n$ are degenerate, so $W$ must be diagonal among them. It conserves $\mathbf J$ and parity. For given $j$ and $m_j$ the possible values are $l=j\pm\frac12$; they differ by one and so have opposite parity. Hence $W$ does not mix the states $|n\,l\,j\,m_j\rangle$, and each shift is an average in one of them.

\subsection{Radial averages}

The derivative of a bound-state energy with respect to a parameter is the average of the derivative of the Hamiltonian, since the norm stays fixed. For a nuclear charge $Z$ the energy is $-Z^2/(2n^2)$, and its $Z$ derivative equals $-\langle1/r\rangle$. At $Z=1$,
\begin{equation}
\langle r^{-1}\rangle=\frac1{n^2}.
\end{equation}
The radial Hamiltonian for $u=rR$ contains $l(l+1)/(2r^2)$. It can be solved for real $l>0$ by the same terminating series, with energy $-1/[2(\nu+l+1)^2]$, where $\nu$ is the number of radial nodes. Differentiating at fixed $\nu$ gives $1/n^3=(l+\frac12)\langle r^{-2}\rangle$, or
\begin{equation}
\langle r^{-2}\rangle=\frac{1}{n^3(l+\frac12)},
\end{equation}
which extends to $l=0$ by continuity, since this average stays finite there.

For the last average, write the radial equation as
\begin{equation}
u''=F u,\qquad F=\frac{l(l+1)}{r^2}-\frac2r+\frac1{n^2}.
\end{equation}
Multiplication by $2u'$ gives $(u'^2)'=F(u^2)'$. Integrate from $0$ to $\infty$, by parts on the right. The boundary term $Fu^2$ vanishes at the origin because $u\sim r^{l+1}$ there, and at infinity because $u$ decays exponentially. Thus $-u'(0)^2=-\int F'u^2\,dr$, and
\begin{equation}
u'(0)^2=2\langle r^{-2}\rangle-2l(l+1)\langle r^{-3}\rangle .
\end{equation}
For $l=0$ the last term is absent from $F$ from the start. There are two cases:
\begin{align}
l\ge1:&\quad u'(0)=0,\qquad \langle r^{-3}\rangle=\frac{1}{n^3l(l+\frac12)(l+1)},\\
l=0:&\quad u'(0)=R(0),\qquad R(0)^2=\frac4{n^3}.
\end{align}
The average used in \eqref{tempt} thus belongs to the first case.

\subsection{The three shifts}

\emph{Mass-velocity.} This term is the first correction to the kinetic energy $p^2/2$. The mean of $p^4$ over the momentum distribution is the squared norm of $p^2\psi$, and the Schr\"odinger equation gives $p^2\psi=2(E_n+1/r)\psi$. Therefore
\begin{align}
\langle p^4\rangle&=4\left(E_n^2+2E_n\langle r^{-1}\rangle+\langle r^{-2}\rangle\right)\nonumber\\
&=4\left(\frac1{4n^4}-\frac1{n^4}+\frac1{n^3(l+\frac12)}\right)
=\frac{4}{n^3(l+\frac12)}-\frac3{n^4},\\
E_{\rm mv}&=-\frac{\alpha^2}{8}\langle p^4\rangle
=-\frac{\alpha^2}{2n^3}\left(\frac1{l+\frac12}-\frac3{4n}\right).
\end{align}
For $s$ states the norm matters. Near the origin $\psi\simeq\psi(0)(1-r)$, so $\nabla^2\psi$ contains $-2\psi(0)/r$, and a second Laplacian produces $8\pi\psi(0)\delta(\mathbf r)$. Differentiating only at $r>0$ loses the contribution $8\pi\psi(0)^2=2R(0)^2$. For $1s$ that would give $-3$ instead of the correct $5$, a negative mean for a positive quantity.

\emph{Spin-orbit.} From $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-l(l+1)-\frac34]$, the value is $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$. For $l\ge1$,
\begin{equation}
E_{\rm so}=\frac{\alpha^2}{4n^3(l+\frac12)(l+1)}\quad\text{or}\quad
-\frac{\alpha^2}{4n^3l(l+\frac12)},
\end{equation}
respectively. For $l=0$, $E_{\rm so}=0$.

\emph{Darwin.} Since $\nabla^2(-1/r)=4\pi\delta(\mathbf r)$ and $|\psi(0)|^2=R(0)^2/4\pi$ for $s$ states,
\begin{equation}
E_{\rm D}=\frac{\alpha^2}{8}R(0)^2=\frac{\alpha^2}{2n^3}\quad(l=0).
\end{equation}
For $l\ge1$ the wave function vanishes at the proton and $E_{\rm D}=0$.

\subsection{The sum}

Take the factor $-\alpha^2/(2n^3)$ out of all terms. Apart from $-3/(4n)$, the bracket is
\begin{align}
j=l+\tfrac12,\ l\ge1:&\quad \frac1{l+\frac12}-\frac1{2(l+\frac12)(l+1)}
=\frac{2l+1}{(2l+1)(l+1)}=\frac1{l+1},\\
j=l-\tfrac12:&\quad \frac1{l+\frac12}+\frac1{2l(l+\frac12)}
=\frac{2l+1}{l(2l+1)}=\frac1l,\\
l=0,\ j=\tfrac12:&\quad 2-1=1 .
\end{align}
In each case this is $1/(j+\frac12)$. In the last line the $-1$ comes from the Darwin term. Hence
\begin{equation}
\boxed{\Delta E=-\frac{\alpha^2}{2n^3}\left(\frac{1}{j+\frac12}-\frac{3}{4n}\right)}
\end{equation}
in hartree. The sum depends on $n$ and $j$, although its separate parts depend on $l$.

\section{The $n=2$ levels in numbers}

The unit $\alpha^2$ hartree corresponds to $350.377$ GHz. For $2p$, $\langle r^{-3}\rangle=1/24$, so the spin-orbit shifts are
\begin{align}
2p_{3/2}:&\quad \tfrac12\cdot\tfrac1{24}\cdot\tfrac12\times350.377=3.65\ \text{GHz},\\
2p_{1/2}:&\quad \tfrac12\cdot\tfrac1{24}\cdot(-1)\times350.377=-7.30\ \text{GHz}.
\end{align}
With the other two terms, all in GHz:
\begin{center}
\begin{tabular}{lrrrr}
level & mass-velocity & spin-orbit & Darwin & sum\\
$2s_{1/2}$ & $-35.59$ & $0$ & $21.90$ & $-13.69$\\
$2p_{1/2}$ & $-6.39$ & $-7.30$ & $0$ & $-13.69$\\
$2p_{3/2}$ & $-6.39$ & $3.65$ & $0$ & $-2.74$
\end{tabular}
\end{center}
The mass-velocity shift is common to the two $2p$ levels, so their separation is entirely spin-orbit in this model:
\begin{equation}
\Delta E(2p_{3/2})-\Delta E(2p_{1/2})=\frac{\alpha^2}{16}\left(1-\frac12\right)=\frac{\alpha^2}{32},
\qquad \frac{350.377}{32}=10.949\ \text{GHz}.
\end{equation}
To one decimal this is $10.9$ GHz, or $45.3\ \mu$eV, with $2p_{3/2}$ above.

The next order of the Dirac equation changes this splitting by about $0.0004$ GHz. Two effects outside the model change it by more. The magnetic part of the spin-orbit coupling is proportional to the electron's $g$ factor, and the kinematic Thomas part subtracts one, so the coupling scales as $g-1$. With $g=2(1+a)$ and $a=0.00116$ this is $1+2a$, which adds about $0.025$ GHz. Proton motion enters in proportion to the electron-proton mass ratio, and lowers the splitting by about $0.006$ GHz: the reduced mass in $\langle r^{-3}\rangle$ removes three times the mass ratio, and the proton's recoil in the spin-orbit coupling gives back twice the ratio. In addition, the proton's spin splits $2p_{1/2}$ into hyperfine components about $0.059$ GHz apart and $2p_{3/2}$ into components about $0.024$ GHz apart, so for the real atom the splitting discussed here refers to the weighted centres of these components. The proton's spin and size and the other radiative effects are also left out, so the equality of $2s_{1/2}$ and $2p_{1/2}$ is a result of this model and not a claim about the real atom. The numerical check tests the separate shifts up to $n=4$ and compares their sum with the full Dirac levels up to $n=3$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
fine-structure constant alpha = 0.007297353
hartree / h = 6.579684e+06 GHz
alpha^2 hartree / h = 350.3771 GHz
radial averages in atomic units:
 1s: <1/r>=1.000000 <1/r^2>=2.000000 <1/r^3>=diverges R(0)^2=4.000000
 2s: <1/r>=0.250000 <1/r^2>=0.250000 <1/r^3>=diverges R(0)^2=0.500000
 2p: <1/r>=0.250000 <1/r^2>=0.083333 <1/r^3>=0.041667 R(0)^2=0.000000
1s <p^4> as norm of p^2 psi = 5.0000 a.u.
1s <p^4> pointwise, delta missed = -3.0000 a.u.
shifts in GHz: mass-velocity, spin-orbit, Darwin, total
 1s1/2: -218.986  0.000  175.189  -43.797
 2s1/2: -35.585  0.000  21.899  -13.687
 2p1/2: -6.387  -7.300  0.000  -13.687
 2p3/2: -6.387  3.650  0.000  -2.737
2p3/2 - 2p1/2 splitting = 10.949 GHz
same splitting = 45.283 micro-eV
full Dirac check, error ratio on halving alpha (n = 1 to 3):
 smallest 4.003, largest 4.019
next Dirac order: relative change / alpha^2 = 0.626
 effect on splitting = 0.00037 GHz
electron moment anomaly a = 0.001160
 size of its effect, 2a x splitting = 0.0254 GHz
electron/proton mass ratio = 5.4462e-04
 mass ratio x splitting = 0.0060 GHz
\end{verbatim}
